# Tuning the range-separation parameter: root search and loss of size consistency, part 1

(Sections cited here and not found follow in the second part.)

## 1. Definitions and conventions

The algebra is in atomic units. Numbers are in eV and ångström, so the range-separation parameter $\omega$ is in Å$^{-1}$ and derivatives of energies with respect to $\omega$ are in eV Å. Orbitals are real and spin-unrestricted, $\sigma=\alpha,\beta$. The density matrix and density of each spin are

$$\gamma_\sigma(\mathbf r,\mathbf r')=\sum_i n_{i\sigma}\,\phi_{i\sigma}(\mathbf r)\phi_{i\sigma}(\mathbf r'),\qquad \rho_\sigma(\mathbf r)=\gamma_\sigma(\mathbf r,\mathbf r),$$

with orthonormal orbitals and occupations $n_{i\sigma}$ that may be fractional. The interaction is split as $1/r=\operatorname{erf}(\omega r)/r+\operatorname{erfc}(\omega r)/r$. The functional is RSHXLDA: Fock exchange for the long-range part, LDA exchange for the short-range part, and the full PW92 correlation energy, which does not depend on $\omega$:

$$E[\gamma;\omega]=\sum_\sigma \operatorname{tr}(h\gamma_\sigma)+E_H[\rho]-\frac12\sum_\sigma\iint \gamma_\sigma(\mathbf r,\mathbf r')^2\,\frac{\operatorname{erf}(\omega r_{12})}{r_{12}}+\sum_\sigma\int e_\sigma(\rho_\sigma;\omega)+E_c[\rho_\alpha,\rho_\beta]+V_{nn}. \tag{1}$$

Here $h$ is the kinetic plus nuclear-attraction operator, $E_H$ the Hartree energy of $\rho=\rho_\alpha+\rho_\beta$, $r_{12}=|\mathbf r-\mathbf r'|$, and $e_\sigma$ the short-range exchange energy per volume of section 2. At $\omega=0$ the model is the local spin density approximation; for $\omega\to\infty$ it is Fock exchange with PW92 correlation.

$E(N;\omega)$ is the value of (1) at the self-consistent solution for $N$ electrons and $\varepsilon_H(\omega)$ the highest occupied eigenvalue of that solution. The total-energy ionization energy and the tuning function are

$$I(\omega)=E(N-1;\omega)-E(N;\omega),\qquad J(\omega)=\varepsilon_H(\omega)+I(\omega), \tag{2}$$

both energies being taken at the same $\omega$ and geometry. The tuned parameter is the root of $J$. A prime on an energy or on $J$ means $d/d\omega$. Generic fragments are X and Y; B and C are the boron and carbon atoms of the example. A procedure is size consistent if the energy it assigns to X and Y at separation $R\to\infty$ equals the sum of the energies it assigns to each alone. Sections 6 and 7 show that (1) has this property at fixed $\omega$, provided the fragments keep integer charges, and that the tuned procedure loses it when the fragments have different roots.

## 2. Short-range LDA exchange

For one spin of a uniform gas with Fermi wave number $k=(6\pi^2\rho_\sigma)^{1/3}$, summing plane waves over the Fermi sphere gives, with $y=kr$,

$$\gamma(r)=\frac1{2\pi^2}\int_0^k \kappa^2\frac{\sin\kappa r}{\kappa r}\,d\kappa=\frac{\sin y-y\cos y}{2\pi^2r^3}=3\rho_\sigma\frac{j_1(y)}{y},$$

where $j_1=(\sin y-y\cos y)/y^2$ and $k^3/2\pi^2=3\rho_\sigma$. The exchange energy per volume is $e_\sigma=-\frac12\int\gamma^2\operatorname{erfc}(\omega r)r^{-1}\,4\pi r^2dr$. With $a=\omega/2k$, so that $\omega r=2ay$, and $r\,dr=y\,dy/k^2$,

$$e_\sigma=-\frac{18\pi\rho_\sigma^2}{k^2}\int_0^\infty \frac{j_1^2(y)}{y}\operatorname{erfc}(2ay)\,dy. \tag{3}$$

The closed form comes from Fourier space. Since $\operatorname{erf}(\omega r)/r=(2/\sqrt\pi)\int_0^\omega e^{-s^2r^2}ds$ and a Gaussian transforms to $(\pi/s^2)^{3/2}e^{-q^2/4s^2}$, the transform of the long-range kernel is $2\pi\int_0^\omega s^{-3}e^{-q^2/4s^2}ds$. The substitution $u=q^2/4s^2$, $s^{-3}ds=-2\,du/q^2$, turns this into $(4\pi/q^2)e^{-q^2/4\omega^2}$. The limit $\omega\to\infty$ gives $4\pi/q^2$ for $1/r$, so the short-range kernel is $(4\pi/q^2)(1-e^{-q^2/4\omega^2})$. The transform of $\gamma^2$ is the convolution of two Fermi spheres: their overlap volume at displacement $q=2kx$, divided by $(2\pi)^3$. The overlap consists of two caps, each of volume $\pi\int_{kx}^k(k^2-z^2)dz=\pi k^3(\frac23-x+\frac13x^3)$. Dividing twice this by the sphere volume $4\pi k^3/3$ gives the transform $\rho_\sigma p(x)$ with $p=1-\frac32x+\frac12x^3$ for $x<1$ and zero beyond. Parseval's relation, with $d^3q=4\pi q^2dq$, $dq=2k\,dx$ and $q^2/4\omega^2=x^2/4a^2$, gives

$$e_\sigma=-\frac12\,\frac{(4\pi)^2}{(2\pi)^3}\,\rho_\sigma\,2k\int_0^1p(x)\big(1-e^{-x^2/4a^2}\big)dx=-\frac{2k\rho_\sigma}{\pi}\int_0^1p(x)\big(1-e^{-x^2/4a^2}\big)dx .$$

At $a=0$ the integral is $1-\frac34+\frac18=\frac38$, so $e^0_\sigma=-3k\rho_\sigma/4\pi=-\frac34(6/\pi)^{1/3}\rho_\sigma^{4/3}$. Equating this with (3) at $a=0$ gives $\int j_1^2\,dy/y=k^3/(24\pi^2\rho_\sigma)=\frac14$. Writing $e_\sigma=e^0_\sigma F(a)$,

$$F(a)=4\int_0^\infty\frac{j_1^2}{y}\operatorname{erfc}(2ay)\,dy=\frac83\int_0^1p(x)\big(1-e^{-x^2/4a^2}\big)dx. \tag{4}$$

The second form shows that $F$ falls monotonically from 1 to 0, because $p\ge0$ and the exponential grows with $a$. With $\epsilon=e^{-1/4a^2}$, the three Gaussian integrals over $[0,1]$ are $\int e^{-x^2/4a^2}dx=a\sqrt\pi\operatorname{erf}(1/2a)$, $\int xe^{-x^2/4a^2}dx=2a^2(1-\epsilon)$ and, with $u=x^2/4a^2$ and $x^3dx=8a^4u\,du$, $\int x^3e^{-x^2/4a^2}dx=8a^4-(8a^4+2a^2)\epsilon$. The weights $1,-\frac32,\frac12$ give $a\sqrt\pi\operatorname{erf}(1/2a)-3a^2+4a^4+(2a^2-4a^4)\epsilon$, so

$$F=1-\frac{8a}{3}G,\qquad G=\sqrt\pi\operatorname{erf}\frac1{2a}+(2a-4a^3)\epsilon-3a+4a^3. \tag{5}$$

For the derivative, $d[\sqrt\pi\operatorname{erf}(1/2a)]/da=-\epsilon/a^2$ and $d\epsilon/da=\epsilon/2a^3$. Then $dG/da=-\epsilon/a^2+(2-12a^2)\epsilon+(1/a^2-2)\epsilon-3+12a^2=12a^2(1-\epsilon)-3$, and

$$aF_a\equiv a\frac{dF}{da}=-\frac{8a}{3}\Big[G+a\big(12a^2(1-\epsilon)-3\big)\Big]. \tag{6}$$

In density tails $a$ is large, and (5) subtracts terms of order $a^4$ to produce a result of order $a^{-2}$. There the exponential in (4) is expanded instead. With $U=1/4a^2$ and $\int_0^1x^{2m}p\,dx$ done term by term,

$$F=\frac83\sum_{m\ge1}\frac{(-1)^{m+1}U^m}{m!}\Big[\frac1{2m+1}-\frac3{4(m+1)}+\frac1{4(m+2)}\Big]=\frac1{36a^2}-\dots,$$

and $aF_a$ follows by multiplying term $m$ by $-2m$, since $U^m\propto a^{-2m}$. The switch is made at $a=1$. The program tests both branches of $F$ and $aF_a$ against quadrature of the real-space form in (4) and of its derivative.

Because $a\propto\omega\rho_\sigma^{-1/3}$, $\partial a/\partial\rho_\sigma=-a/3\rho_\sigma$ and $\partial a/\partial\omega=a/\omega$. With $de^0_\sigma/d\rho_\sigma=4e^0_\sigma/3\rho_\sigma$,

$$v_{x\sigma}=\frac{\partial e_\sigma}{\partial\rho_\sigma}=\frac{e^0_\sigma}{3\rho_\sigma}\big(4F-aF_a\big),\qquad \frac{\partial e_\sigma}{\partial\omega}=\frac{e^0_\sigma\,aF_a}{\omega}. \tag{7}$$

## 3. Stationarity, Janak's theorem and the meaning of $J$

The generalized Kohn-Sham operator $f_\sigma$ is defined by $\delta E=\sum_\sigma\operatorname{tr}(f_\sigma\,\delta\gamma_\sigma)$. The long-range exchange term is quadratic in $\gamma_\sigma$, so its variation cancels the factor $\frac12$:

$$f_\sigma=h+v_H+v_{x\sigma}+v_{c\sigma}-K_\sigma,\qquad K_\sigma(\mathbf r,\mathbf r')=\gamma_\sigma(\mathbf r,\mathbf r')\frac{\operatorname{erf}(\omega r_{12})}{r_{12}} .$$

A rotation of the orbitals at fixed occupations, $\gamma\to e^{\kappa}\gamma e^{-\kappa}$ with $\kappa$ antisymmetric, has $\delta\gamma=[\kappa,\gamma]$. By the cyclic property of the trace, $\delta E=\operatorname{tr}(f[\kappa,\gamma])=\operatorname{tr}(\kappa[\gamma,f])$. The commutator of two symmetric operators is antisymmetric, so the choice $\kappa\propto[\gamma,f]$ is allowed, and stationarity is equivalent to $[\gamma_\sigma,f_\sigma]=0$. The orbitals can then be taken as eigenfunctions of $f_\sigma$. In a basis with overlap $\mathbf S$ the residual is $\mathbf R_\sigma=\mathbf f_\sigma\mathbf D_\sigma\mathbf S-\mathbf S\mathbf D_\sigma\mathbf f_\sigma$.

Let the occupation $n$ of one orbital $\phi$ vary along a continuous self-consistent branch. Any change of $\gamma$ is a change of occupations plus a rotation, $d\gamma=dn\,|\phi\rangle\langle\phi|+[\kappa,\gamma]$. The rotation does not contribute, so

$$\frac{\partial E}{\partial n}=\langle\phi|f|\phi\rangle=\varepsilon(n). \tag{8}$$

Let $n=1$ be the neutral system and $n=0$ the cation, with $\phi$ the HOMO. This assumes that the cation used in (2) is the state reached by emptying the HOMO. Then $I=-\int_0^1\varepsilon\,dn$ and, integrating by parts,

$$J=\int_0^1[\varepsilon(1)-\varepsilon(n)]\,dn=\int_0^1 n\,\frac{\partial^2E}{\partial n^2}\,dn. \tag{9}$$

$J$ is a weighted curvature of $E(n)$: positive if $E(n)$ is convex, negative if concave. The condition $J=0$ removes one weighted average of the curvature and does not make $E(n)$ linear. The other end, $\varepsilon(0)=\varepsilon_L$ of the cation, is not forced to equal $-I$, which matters in section 8.

## 4. Derivatives with respect to $\omega$

At fixed occupations, a change of $\omega$ changes $\gamma$ by a rotation only, and the basis does not depend on $\omega$. The total derivative therefore equals the partial derivative of (1) at fixed $\gamma$. With $\partial_\omega[\operatorname{erf}(\omega r)/r]=(2/\sqrt\pi)e^{-\omega^2r^2}$ and (7),

$$E'=-\frac1{\sqrt\pi}\sum_\sigma\iint\gamma_\sigma^2\,e^{-\omega^2r_{12}^2}+\frac1\omega\sum_\sigma\int e^0_\sigma\,aF_a. \tag{10}$$

The first term is negative and the second positive, since $e^0_\sigma<0$ and $F_a<0$. The self-consistent equations make $E$ stationary in $\gamma$; nothing makes it stationary in $\omega$. For quadrature, write $e^{-\omega^2r_{12}^2}=1-(1-e^{-\omega^2r_{12}^2})$. Orthonormality gives the constant part exactly, $\iint\gamma_\sigma^2=\sum_in_{i\sigma}^2$, and only the remainder goes on the grid:

$$\iint\gamma_\sigma^2e^{-\omega^2r_{12}^2}=\sum_in_{i\sigma}^2-\sum_{ij}n_{i\sigma}n_{j\sigma}\iint\phi_i\phi_j(\mathbf r)\big(1-e^{-\omega^2r_{12}^2}\big)\phi_i\phi_j(\mathbf r').$$

The eigenvalue is not a stationary quantity, but by (8) it is a derivative of one, and mixed derivatives commute on a smooth branch: $\varepsilon_H'=\partial_\omega\partial_nE=\partial_nE'$. Hence

$$J'=\frac{\partial E'}{\partial n}\Big|_{n=1}+E'(N-1)-E'(N). \tag{11}$$

The last two terms need only converged orbitals. The first contains the relaxation of the orbitals with $n$, obtained either from a linear-response equation or, as here, from two further self-consistent solutions at $n=1\pm\delta$. An occupation slightly above 1 has no physical meaning, but (1) is a smooth function of $n$ there, which is all a central difference needs.

The limit $\omega\to0$ is explicit. For $a\to0$, $G\to\sqrt\pi$ and (6) gives $aF_a\to-\frac83\sqrt\pi\,a$. Then $e^0_\sigma aF_a/\omega\to(3k\rho_\sigma/4\pi)(8\sqrt\pi/3)/(2k)=\rho_\sigma/\sqrt\pi$. The limit may be taken under the integral because the integrand equals $-\frac{3}{8\pi}\rho_\sigma F_a$ and $F_a$ is bounded. Thus $E'(0)=\pi^{-1/2}\sum_{i\sigma}(n_{i\sigma}-n_{i\sigma}^2)$, whatever the orbitals. For integer occupations this vanishes, so $I'(0)=0$, and (11) gives $J'(0)=(1-2n)/\sqrt\pi\,|_{n=1}=-1/\sqrt\pi$ for every finite system. $J$ starts by falling. This fixes neither the sign of $J$ at large $\omega$ nor its monotonicity in between, so the existence and uniqueness of the root must be checked on a scan.

## 5. The root search

### Algorithm

```
SCF(state, w):                      # state = occupations per spin and symmetry class
    K-integrals <- (ij|erf(w r)/r|kl), cached per w
    D0 <- last converged D of this state, else of the latest state
    D  <- occupy(eigenvectors of f[D0], state)      # D0 is never tested or stored
    repeat:
        E, f <- energy and Fock matrices from D
        R <- f D S - S D f
        if max|R| < tol: diagonalise f; return E, eps_H, eps_L, D
        D <- occupy(eigenvectors of DIIS(f, R), state)

J(w):
    a <- SCF(neutral, w);  b <- SCF(cation, w)
    return a.eps_H + b.E - a.E

TUNE:
    tabulate J on a coarse set of w; require exactly one sign change
    w0 <- Brent or secant, started from that interval
    at w0 verify: eps_H < eps_L; the cation is the lowest of the candidates;
                  no charge transfer lowers either energy; J'(w0) < 0
    report w0, J'(w0), E'(w0)
```

The starting density is excluded from the convergence test because a converged neutral density commutes with its own Fock matrix and would be accepted as a cation. Occupations are fixed per symmetry class, so that an open $p$ shell cannot rotate among degenerate orientations or change from one $\omega$ to the next. DIIS minimises $\|\sum_ic_i\mathbf R_i\|^2=\mathbf c^T\mathbf M\mathbf c$ under $\sum_ic_i=1$; a Lagrange multiplier gives $\mathbf M\mathbf c=\lambda\mathbf 1$. The stored residuals span many orders of magnitude, so the system is solved with $M_{ij}/(d_id_j)$, $d_i=\sqrt{M_{ii}}$, right-hand side $1/d_i$ and unknowns $c_id_i$, and the $c_i$ are normalised afterwards.

### Convergence

Bisection halves a bracket of width $W$ at each step and reaches tolerance $\tau$ after $\lceil\log_2(W/\tau)\rceil$ steps. It needs continuity only.

For the secant method let $e_k=\omega_k-\omega_0$ and $J_k=J(\omega_k)$. Putting the update over a common denominator,

$$e_{k+1}=e_k-J_k\frac{e_k-e_{k-1}}{J_k-J_{k-1}}=\frac{e_{k-1}J_k-e_kJ_{k-1}}{J_k-J_{k-1}}=e_ke_{k-1}\,\frac{J_k/e_k-J_{k-1}/e_{k-1}}{J_k-J_{k-1}} .$$

Taylor expansion about the root gives $J_k/e_k=J'+\frac12J''e_k+\dots$, so the numerator is $\frac12J''(e_k-e_{k-1})$ and the denominator $J'(e_k-e_{k-1})$ to leading order:

$$e_{k+1}\simeq C\,e_ke_{k-1},\qquad C=\frac{J''}{2J'}. \tag{12}$$

Inserting $|e_{k+1}|\propto|e_k|^p$ gives $p=1+1/p$, so $p=(1+\sqrt5)/2$. For a falling, convex $J$ the constant $C$ is negative: two iterates on the same side of the root send the next one below it. This is the dangerous direction when a stability boundary lies at smaller $\omega$ (section 7). Newton's method has order 2, but with (11) evaluated by differences it costs four self-consistent solutions per step. Two secant steps need the same number of solutions (with two sets of long-range integrals instead of one, but no evaluation of (10)) and have order $p^2=p+1>2$. Brent's method keeps a bracket and uses interpolation steps when they stay inside it, which makes it the choice when the smoothness of $J$ is not known.

### Conditioning

If the computed function is $J+\eta$, its root satisfies $J'\delta\omega+\eta=0$ to first order, and the tuned energy inherits the shift:

$$\delta\omega=-\frac{\eta}{J'},\qquad \delta E=E'\delta\omega=-\eta\,\frac{E'}{J'}. \tag{13}$$

The size of $\eta$ is set by the eigenvalue. Let $\gamma_t=e^{t\kappa}\gamma e^{-t\kappa}$ be an incompletely converged density matrix. The linear term of $E[\gamma_t]$ is $t\operatorname{tr}(\kappa[\gamma,f])=0$, so the energy error is $O(t^2)$. The Fock operator changes linearly, $\delta f=t\,\mathcal K[\kappa,\gamma]$, where $\mathcal K=\delta^2E/\delta\gamma\,\delta\gamma$, and first-order perturbation theory gives $\delta\varepsilon_H=t\operatorname{tr}(P\,\mathcal K[\kappa,\gamma])$ with $P=|\phi\rangle\langle\phi|$. A second derivative is symmetric, so this equals $t\operatorname{tr}([\kappa,\gamma]\,\mathcal KP)=t\operatorname{tr}(\kappa[\gamma,\mathcal KP])$. $\mathcal KP$ is the change of the Fock operator when the HOMO occupation changes at frozen orbitals, and it fails to commute with $\gamma$ whenever the orbitals relax to first order as that occupation is lowered from 1. The eigenvalue error is therefore $O(t)$. Convergence must be judged on the residual $\mathbf R$, which is also $O(t)$, and not on the energy change. The tolerance in $\omega$ cannot usefully be set below $\eta/|J'|$, and a secant iteration continued past that point divides noise by noise.

### Cost

One value of $J$ costs one set of long-range integrals and two self-consistent solutions. For $n_b$ basis functions and $n_g$ grid points, stored integrals cost $O(n_b^4)$ per new $\omega$, and each iteration costs $O(n_b^4)$ for the Coulomb and exchange matrices plus $O(n_gn_b^2)$ for the local terms. The Coulomb integrals, the grid and the orthogonalisers are built once. The double quadrature of (10) costs $O(n_g^2)$ per occupied orbital pair, acceptable for a check on atoms; analytic Gaussian-geminal integrals would replace it for larger systems.

We now have the tuning function $J$, its derivative with respect to $\omega$, and a root search whose convergence, error sensitivity and cost are known. It remains to see what tuning does to the energy of two distant fragments, and to test the results on boron and carbon.
